# Closure of PAW Pseudo-States and the Projector on Empty States

In the projector augmented-wave (PAW) method the smooth pseudo-states $\tilde\psi_n$ solve a generalized eigenvalue problem. Write $|n\rangle$ for $\tilde\psi_n$ and $\langle f|g\rangle$ for the ordinary inner product of pseudo-functions. Then

$$H|n\rangle=e_nS|n\rangle,\qquad \langle n|S|m\rangle=\delta_{nm},\qquad S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| .$$

$H$ is the self-adjoint pseudo-Hamiltonian. The $p_i$ are finitely many localized projector functions, taken linearly independent, and $q$ is a Hermitian matrix that corrects the norm inside the atomic spheres. $S$ is assumed positive definite. Sums over $n$ run over the whole spectrum and include an integral over any continuum. Hartree atomic units are used, and each spin-orbital holds one electron.

## (a) Closure

**What is $\sum_n|n\rangle\langle n|$? Find it explicitly in terms of $p$ and $q$, and say what changes in a finite basis.**

*Solution.* $S$ acts as 1 on functions orthogonal to all $p_i$ and as a finite positive matrix on their span. Its spectrum is therefore bounded and stays above a positive number, so $S^{\pm1/2}$ exist and are bounded. Define

$$K=S^{-1/2}HS^{-1/2},\qquad |y_n\rangle=S^{1/2}|n\rangle .$$

Multiplying the eigenvalue equation by $S^{-1/2}$ gives $K|y_n\rangle=e_n|y_n\rangle$, and $\langle y_n|y_m\rangle=\langle n|S|m\rangle=\delta_{nm}$. Since $K$ is self-adjoint, the spectral theorem gives $\sum_n|y_n\rangle\langle y_n|=1$. Multiplication by $S^{-1/2}$ on both sides yields

$$\boxed{\sum_n|n\rangle\langle n|=S^{-1}}$$

Equivalently, $\sum_n\tilde\psi_n\langle\tilde\psi_n,f\rangle=S^{-1}f$ for every $f$. The identity appears when one factor $S$ is added: $\sum_n|n\rangle\langle n|S=1$.

Positivity is needed. Suppose $S$ were invertible but $\langle f|S|f\rangle<0$ for some $f$. With $g=Sf$, the right side would give $\langle g|S^{-1}|g\rangle=\langle f|S|f\rangle<0$, while the left side gives $\sum_n|\langle n|g\rangle|^2\ge0$.

For the explicit inverse, collect the projectors as columns of $p$, so that $S=1+pqp^\dagger$, and let $B=p^\dagger p$. Try $S^{-1}=1-pMp^\dagger$:

$$(1+pqp^\dagger)(1-pMp^\dagger)=1+p\,(q-M-qBM)\,p^\dagger .$$

This equals 1 if $(1+qB)M=q$. The matrix $1+qB$ is invertible: if $(1+qB)c=0$, then $Spc=p(c+qBc)=0$, so $pc=0$ and hence $c=0$. Because $(1+qB)q=q(1+Bq)$,

$$M=(1+qB)^{-1}q=q(1+Bq)^{-1},\qquad S^{-1}=1-p\,q(1+Bq)^{-1}p^\dagger .$$

Only a matrix of the size of the projector set has to be inverted.

In a finite orthonormal basis, collected as columns of $C$, the eigenvectors are complete within that basis. The same proof with the matrix $C^\dagger SC$ gives

$$\sum_n|n\rangle\langle n|=C\,(C^\dagger SC)^{-1}C^\dagger .$$

This is not the full-space inverse restricted to the basis, because inversion and restriction do not commute when $S$ couples the basis to its complement. The explicit formula still works if $p$ is first replaced by $C^\dagger p$. In a plane-wave basis the truncated projectors of different atoms may overlap, so $B$ must then be kept as one matrix for all atoms.

## (b) The projector on empty states

**Let $D=\sum_v|v\rangle\langle v|$ sum over the occupied states. Find the sum over empty states $c$, the operator that removes occupied components from a state, and the one that acts on the source of a linear equation.**

*Solution.* Closure gives the empty-state kernel

$$\sum_c|c\rangle\langle c|=S^{-1}-D .$$

It is not a projector in general. An expansion coefficient of $f$ is $\langle c|S|f\rangle$, so the empty part of a state is obtained with

$$P_c=\sum_c|c\rangle\langle c|S=(S^{-1}-D)S=1-DS .$$

Orthonormality gives $DSD=D$, hence

$$P_c^2=1-2DS+DSDS=1-DS=P_c .$$

The adjoint is $P_c^\dagger=1-SD$. It generally differs from $P_c$, so $P_c$ projects obliquely in the ordinary inner product. The two operators enforce different conditions:

$$\langle v|S P_c=\langle v|S-\langle v|SDS=0,\qquad \langle v|P_c^\dagger=\langle v|-\langle v|SD=0 .$$

States must be $S$-orthogonal to the occupied set, and sources must be orthogonal to it in the plain sense. $S$ and $H$ turn states into sources, and they carry one projector into the other. First, $SP_c=S-SDS=P_c^\dagger S$. Next, $HD=\sum_v e_vS|v\rangle\langle v|$ gives

$$HDS=\sum_v e_vS|v\rangle\langle v|S=SDH,\qquad\text{so}\qquad HP_c=P_c^\dagger H .$$

These relations turn a sum over empty states into a linear equation. For $z$ outside the spectrum, $(zS-H)|c\rangle=(z-e_c)S|c\rangle$, and therefore

$$(zS-H)\sum_c\frac{|c\rangle\langle c|}{z-e_c}=S\sum_c|c\rangle\langle c|=1-SD .$$

Thus

$$\sum_c\frac{|c\rangle\langle c|}{z-e_c}=(zS-H)^{-1}P_c^\dagger .$$

When $S=1$, the kernel, $P_c$ and $P_c^\dagger$ all reduce to $1-D$.

## (c) Sternheimer equation with a changing overlap

**A static perturbation changes $H$ by $\delta H$ and $S$ by $\delta S$, as when an atom moves and carries its projectors along. The occupied states are fully occupied and separated by a gap from the empty ones. Find the first-order change of $D$ without using empty states.**

*Solution.* Differentiate $H|v\rangle=e_vS|v\rangle$:

$$(H-e_vS)|\delta v\rangle=-(\delta H-e_v\delta S-\delta e_v\,S)|v\rangle .$$

Act with $P_c^\dagger$. On the left it passes through $H-e_vS$ and becomes $P_c$. On the right $P_c^\dagger S|v\rangle=SP_c|v\rangle=0$ removes $\delta e_v$. With $|x_v\rangle=P_c|\delta v\rangle$,

$$(H-e_vS)|x_v\rangle=-(1-SD)(\delta H-e_v\delta S)|v\rangle .$$

The operator on the left is singular, since it annihilates $|v\rangle$. Because $DS|x_v\rangle=0$, a term $\alpha SDS$ may be added without changing $x_v$:

$$\boxed{(H-e_vS+\alpha SDS)|x_v\rangle=-(1-SD)(\delta H-e_v\delta S)|v\rangle}$$

The new operator sends $|v'\rangle$ to $(e_{v'}-e_v+\alpha)S|v'\rangle$ and $|c\rangle$ to $(e_c-e_v)S|c\rangle$. It is invertible if $\alpha$ exceeds the spread of the occupied energies. Taking the product with $\langle v'|$ gives $(e_{v'}-e_v+\alpha)\langle v'|S|x_v\rangle=0$, so the solution has no occupied part. The product with $\langle c|$ recovers the sum over states:

$$|x_v\rangle=\sum_c|c\rangle\frac{\langle c|\delta H-e_v\delta S|v\rangle}{e_v-e_c}.$$

The occupied part of the response follows from normalization. Insert $1=P_c+DS$ on the left and its adjoint on the right of $\delta D=\sum_v(|\delta v\rangle\langle v|+|v\rangle\langle\delta v|)$. The empty-empty block vanishes, because $P_c|v\rangle=0$. The mixed blocks are $\sum_v|x_v\rangle\langle v|$ and its adjoint. For the occupied block, differentiate $DSD=D$:

$$\delta D\,SD+D\,\delta S\,D+DS\,\delta D=\delta D .$$

Multiply by $DS$ on the left and $SD$ on the right, and use $DSD=D$. The first and third terms each become $DS\,\delta D\,SD$, as does the right side, so $DS\,\delta D\,SD=-D\,\delta S\,D$. Altogether,

$$\boxed{\delta D=\sum_v\big(|x_v\rangle\langle v|+|v\rangle\langle x_v|\big)-D\,\delta S\,D}$$

The last term keeps the electron number $\mathrm{Tr}(SD)$ fixed. The $x_v$ terms do not contribute to $\mathrm{Tr}(S\,\delta D)$, because $\langle v|S|x_v\rangle=0$, and $\mathrm{Tr}(SD\,\delta S\,D)=\mathrm{Tr}(\delta S\,D)$. Hence $\mathrm{Tr}(S\,\delta D)+\mathrm{Tr}(\delta S\,D)=0$.

If the gap closes, $e_c-e_v$ can vanish and the equation becomes singular. Fractional occupations also break $DSD=D$, so this form does not cover metals with smeared occupations. In a self-consistent theory $\delta H$ includes the induced potential and the equations are iterated; the operators $P_c$ and $P_c^\dagger$ stay the same throughout the iteration.

## (d) What closure means for all-electron states

**Let the all-electron states be $|\psi_n\rangle=T|n\rangle$ with $S=T^\dagger T$. What do they sum to, and when does a sum over intermediate states reduce to the expectation value of an operator product?**

*Solution.* By (a),

$$\Pi=\sum_n|\psi_n\rangle\langle\psi_n|=TS^{-1}T^\dagger .$$

$\Pi$ is Hermitian, and $\Pi^2=TS^{-1}(T^\dagger T)S^{-1}T^\dagger=\Pi$. It leaves the range of $T$ unchanged, since $\Pi T=TS^{-1}S=T$, and it annihilates functions orthogonal to that range, for which $T^\dagger g=0$. So $\Pi$ is the orthogonal projector on the range of $T$. There are three cases:

- If $T$ is invertible, $\Pi=1$.
- If the range is the complement of a frozen core, $\Pi=1-P_{\rm core}$. This is an idealization. A map $T=1+\Delta p^\dagger$ with finitely many projectors, as used below, cannot have this range: $S>0$ makes $T$ injective, and an injective map of the form identity plus finite rank is also onto, so $\Pi=1$ even when the partial waves are orthogonal to the core.
- In a finite basis $C$, $\Pi$ projects on the span of $TC$.

For all-electron operators $A$ and $B$, set $\tilde A=T^\dagger AT$ and $\tilde B=T^\dagger BT$. Then

$$\sum_n\langle m|\tilde A^\dagger|n\rangle\langle n|\tilde B|m\rangle=\langle m|\tilde A^\dagger S^{-1}\tilde B|m\rangle=\langle\psi_m|A^\dagger\,\Pi\,B|\psi_m\rangle .$$

This is $\langle\psi_m|A^\dagger B|\psi_m\rangle$ when $\Pi=1$. With a frozen core, the terms with core intermediate states must be subtracted from that product.

A one-centre augmented operator can be used in place of $T^\dagger AT$. Let $\phi$ and $\tilde\phi$ hold the all-electron and pseudo partial waves, with $p^\dagger\tilde\phi=1$, and let $\Delta=\phi-\tilde\phi$, so that $T=1+\Delta p^\dagger$. For one sphere and a local operator,

$$\tilde A_{\rm aug}=A+p\,(\phi^\dagger A\phi-\tilde\phi^\dagger A\tilde\phi)\,p^\dagger .$$

Inserting $\phi=\tilde\phi+\Delta$ and subtracting from the expanded $T^\dagger AT$ gives

$$T^\dagger AT-\tilde A_{\rm aug}=p\Delta^\dagger A(1-\tilde\phi p^\dagger)+(1-p\tilde\phi^\dagger)A\Delta p^\dagger .$$

The difference vanishes if the partial waves are complete in the sphere, where $\tilde\phi p^\dagger$ then acts as 1. With few partial waves the first equality above, with $S^{-1}$ between the operators actually used, still holds. The step to $A^\dagger B$ is then an approximation. The relation $S=T^\dagger T$ is the case $A=1$ and needs the same check.

## (e) The static remainder

**An electron in state $m$ couples through $A$ to one boson mode of energy $\Omega$ with strength $g^2$. The Coulomb-hole sum is truncated after the $N$ lowest states, which include all occupied ones. Find the missing tail, its static approximation, and bounds that need no state above $N+1$.**

*Solution.* Let $|a\rangle=\tilde A|m\rangle$ and $M_n=\langle n|a\rangle$. Take $A$ Hermitian, or local with real $T$ and real states, so that $A$ and $A^\dagger$ give the same $|M_n|^2$ for boson absorption and emission. To second order in the coupling, and apart from the Hartree term, the self-energy at energy $E$ has terms $g^2|M_n|^2/(E-e_n-\Omega)$ for empty $n$ and $g^2|M_n|^2/(E-e_n+\Omega)$ for occupied $n$. The mode's contribution to the screened interaction is

$$W_p(\omega)=\frac{2g^2\Omega}{\omega^2-\Omega^2}=\frac{g^2}{\omega-\Omega}-\frac{g^2}{\omega+\Omega}.$$

An occupied term therefore equals $g^2|M_n|^2/(E-e_n-\Omega)-|M_n|^2W_p(E-e_n)$. The second piece is the mode's part of the screened exchange. The first joins the empty terms in the Coulomb hole, which runs over all states:

$$\Sigma_{\rm CH}(E)=\sum_n\frac{g^2|M_n|^2}{E-e_n-\Omega}.$$

Let $D_N=\sum_{n\le N}|n\rangle\langle n|$. The algebra of (b) holds with $D_N$ in place of $D$, so the missing kernel is $R_N=S^{-1}-D_N$. With $z=E-\Omega$ outside the spectrum, the tail is

$$\Sigma_{>N}=g^2\langle a|x\rangle,\qquad [(E-\Omega)S-H]|x\rangle=(1-SD_N)|a\rangle .$$

This Sternheimer form involves no approximation beyond the model. The static form sets $E-e_n\to0$ in each denominator:

$$\Sigma^{\rm stat}_{>N}=-\frac{g^2}{\Omega}\,w,\qquad w=\langle a|R_N|a\rangle=\langle a|S^{-1}|a\rangle-\sum_{n\le N}|M_n|^2 .$$

The prefactor is $\tfrac12W_p(0)=-g^2/\Omega$. Each true term is the static one times

$$\frac{\Omega}{\Omega+e_n-E},$$

which is below 1 if $e_n>E$. For $E<e_{N+1}$ the static remainder thus overestimates the magnitude of the tail; for $E$ above $e_{N+1}$ it can underestimate it. It becomes accurate when $\Omega$ is large compared with $e_n-E$ for the tail states that carry weight. In the opposite limit, as $e_{N+1}$ grows, the ratio $r=\Sigma_{>N}/\Sigma^{\rm stat}_{>N}$ tends to zero. Taking half the static remainder is correct when $r=\tfrac12$. A plasmon-pole model reaches this value at large wave vector $k$, where $\Omega$ and $e_n-E$ both approach $k^2/2$. For a mode of fixed $\Omega$ there is no such guarantee. Half the static remainder improves on plain truncation if $|\tfrac12-r|<r$, that is, if $r>\tfrac14$.

Bounds follow from the function $1/(\Omega+e-E)$, which is decreasing and convex for $e>E-\Omega$. Assume $e_{N+1}>E-\Omega$, and let $\bar e$ be the mean tail energy with weights $|M_n|^2$. Convexity gives the lower bound and monotonicity the upper one:

$$\frac{g^2w}{\Omega+\bar e-E}\le|\Sigma_{>N}|\le\frac{g^2w}{\Omega+e_{N+1}-E}.$$

Closure also supplies $\bar e$. Since $H=\sum_nS|n\rangle e_n\langle n|S$,

$$w\,\bar e=\langle a|S^{-1}HS^{-1}|a\rangle-\sum_{n\le N}e_n|M_n|^2 ,$$

provided this first moment is finite.

## (f) A numerical case

**Apply the results to a periodic line of length 16 bohr with two atoms at $X=\pm1.5$ bohr. Each contributes a well $-3\,e^{-(x-X)^2/(2\cdot0.5^2)}$ Ha and two projectors proportional to $(1-u^2)^2$ and $u(1-u^2)^2$, with $u=(x-X)/(1\ \text{bohr})$ and $|u|<1$. Only one spin direction is included, and its two lowest spin-orbitals are occupied.**

*Solution.* The space is a grid of 161 points, treated as the full space. The two wells add up to the potential $V$ of the all-electron Hamiltonian $h=-\tfrac12\,d^2/dx^2+V$, with the derivative evaluated in plane waves, and the pseudo-Hamiltonian is $H=T^\dagger hT$. On each atom the projectors are $p_1=(1-u^2)^2$ and $p_2=3u(1-u^2)^2$, in bohr$^{-1/2}$. The pseudo partial waves are the combinations of $1$ and $u$ inside the sphere that satisfy $p^\dagger\tilde\phi=1$. The all-electron ones follow from $\Delta=pt$ with

$$t=\begin{pmatrix}0.6&0.1\\-0.2&-0.4\end{pmatrix}.$$

$T$ is then invertible, and $\Delta$ lies in the span of the projectors. In the difference formula of (d) with $A=1$, the factor $p^\dagger(1-\tilde\phi p^\dagger)=0$ then makes $S=T^\dagger T$ hold. The parameters are round and represent no material. The values are taken from the numerical output or follow from it by simple arithmetic.

**Closure.** The eigenvalues of $S$ run from 0.5442 to 2.2346. The explicit state sum agrees with $S^{-1}$ to rounding error, and its distance from the identity is 1.419 in the Frobenius norm, the root of the summed squared elements. This size can be understood from $S$. Each sphere has two projectors and so two eigenvalues different from 1; if both spheres have the extreme pair, then

$$\sqrt{2\left[(1/0.5442-1)^2+(1/2.2346-1)^2\right]}=\sqrt{2(0.702+0.305)}=1.419 .$$

In a basis of 21 plane waves, the restricted full inverse and the inverse of the restricted $S$ differ by 0.13 in the same norm.

**Response.** The lowest energies are $-1.672$, $-1.611$ and $-0.031$ Ha, so the gap is 1.58 Ha. The shift $\alpha=1$ Ha far exceeds the occupied spread of 0.06 Ha. For a displacement of the right atom, $\delta D$ from (c) agrees with finite differences to a relative error of $3\times10^{-8}$. Faulty variants give these errors at $\alpha=1$ Ha, relative to the norm of the finite-difference response (the first two change strongly with $\alpha$; the $1-DS$ error is about 2.0 at $\alpha=0.3$ Ha and 0.09 at $\alpha=100$ Ha):

| Variant | Relative error |
|---|---:|
| source projector $1-DS$ | 0.61 |
| source projector $1-D$ | 0.05 |
| $D\,\delta S\,D$ left out | 0.26 |

The first two leave an occupied part in the source, which the shifted operator turns into a spurious response that depends on $\alpha$. Their empty part is wrong too, since $\langle c|v\rangle$ need not vanish. The traces are $\mathrm{Tr}(S\,\delta D)=-0.352$ and $\mathrm{Tr}(\delta S\,D)=+0.352$ per bohr of displacement, so the electron number is conserved. The last digits belong to this grid: with 481 points the traces become $\mp0.353$ and the entry 0.61 becomes 0.60.

**Sum rule.** For $A=e^{ikx}$ with $k=1.571$ bohr$^{-1}$, $A^\dagger A=1$ and $\sum_n|M_n|^2$ should be 1 when $\Pi=1$. With $m$ the upper occupied state, the full space gives 1.0000. The small basis gives 0.975, because $\Pi$ then projects on a smaller space. The augmented operator gives 0.967 even in the full space, which is the effect of incomplete partial waves.

**Coulomb hole.** Take $\Omega=1$ Ha, $g^2=0.05$ Ha², $E=e_2=-1.611$ Ha and $N=12$. All states together give $-0.03572$ Ha, or $-0.972$ eV; the kept states give $-0.03503$ Ha. The tail is $-0.00069$ Ha, both by explicit summation and by the linear solve.

Closure gives $w=0.0765$, hence a static remainder of $-0.05\times0.0765/1=-0.00383$ Ha. The ratio is $r=0.18$, below the threshold $\tfrac14$. Half the static remainder, $-0.00191$ Ha, therefore makes the result worse than plain truncation here: the error becomes 0.00122 Ha instead of 0.00069 Ha. This is a finding for one mode and this cutoff, not a general verdict on the factor $\tfrac12$.

With $\bar e=3.086$ Ha and $e_{13}=2.367$ Ha, the bounds are

$$\frac{0.003825}{1+3.086+1.611}=0.00067\ \text{Ha},\qquad\frac{0.003825}{1+2.367+1.611}=0.00077\ \text{Ha},$$

and they enclose the magnitude of the tail. The lower one is within about 3% of it.

Wrong kernels alter the static remainder itself. Using $1-D_N$ gives $-0.0391$ Ha, ten times too large in magnitude. Its error comes from $1-S^{-1}$, which does not depend on $N$, so keeping more states never removes it. Using the projector $1-D_NS=R_NS$ as a kernel gives a complex number, because this kernel is not Hermitian. Its real part is $-0.0049$ Ha, 27% too large in magnitude, and its imaginary part is about $-0.0006$ Ha. That error does vanish when all states are kept, because $R_N$ then vanishes.

## Calculated quantities

```
cell length 16.0 bohr, grid dimension 161
well depth 3.0 Ha, Gaussian width 0.5 bohr
atoms at -1.5 and 1.5 bohr, radius 1.0 bohr
matrix t (dimensionless): [[0.6, 0.1], [-0.2, -0.4]]
one-centre q, left atom (dimensionless): [[1.51917, 0.00196], [0.00196, -0.68548]]
S eigenvalues, min and max: 0.54420 2.23463
lowest four energies (Ha): -1.67245 -1.61059 -0.03114 0.07380
closure, largest element error: 1.8e-15
norm of (state sum - identity): 1.4190
norm of (P_c - P_c^dagger): 0.6175
small plane-wave basis dimension: 21
norm, restricted S^-1 minus inverse of restricted S: 1.325e-01
Sternheimer shift alpha: 1.0 Ha
norm of dD/dX, finite difference: 0.73163 1/bohr
relative error, source projector 1-SD: 3.1e-08
relative error, source projector 1-DS: 0.6137
relative error, source projector 1-D: 0.0515
relative error, D dS D term left out: 0.2582
occupied part of source, 1-SD: 2.4e-16 Ha/bohr
occupied part of source, 1-DS: 0.2221 Ha/bohr
occupied part of source, 1-D: 0.0264 Ha/bohr
Tr(S dD): -0.352135 1/bohr, Tr(dS D): 0.352135 1/bohr
density-operator wave number: 1.57080 1/bohr
sum rule, full space: 1.00000000
sum rule, small basis: 0.974618
sum rule, one-centre augmented operator: 0.966522
boson energy 1.0 Ha, coupling g2 0.05 Ha^2
states kept: 12, next energy: 2.36732 Ha
Coulomb hole, all states: -0.035723 Ha = -0.9721 eV
Coulomb hole, kept states: -0.035029 Ha
tail, explicit sum: -0.000693 Ha
tail, linear solve: -0.000693 Ha
tail, static remainder: -0.003825 Ha
tail, half static remainder: -0.001913 Ha
ratio explicit/static tail: 0.1812
static tail with kernel 1-D_N: -0.039076 Ha
static tail with kernel 1-D_N S: -0.004866 Ha
tail weight W: 0.076505, mean tail energy: 3.0862 Ha
tail bound from mean energy: -0.000671 Ha
tail bound from next energy: -0.000768 Ha
```
